\section*{One-sided differences for the radial Dirac equation: Wilson term and error order}

\section{The decision on the grid}

Before a radial Dirac equation is put on a uniform grid, two choices have to be made: which component is differentiated forward and which backward, and whether results at several spacings are to be extrapolated in $h$ or in $h^2$. A wrong first choice can put a false level below all the true ones. A wrong second choice spoils the extrapolation.

I use Hartree atomic units, so the electron mass is 1, and measure the energy $\varepsilon$ from the rest energy $c^2$. The radial functions $P$ (large) and $Q$ (small) obey
\begin{align}
c\left(-Q'+\frac{\kappa}{r}Q\right)+VP&=\varepsilon P, \label{up}\\
c\left(P'+\frac{\kappa}{r}P\right)+(V-2c^2)Q&=\varepsilon Q, \label{low}
\end{align}
with $\int_0^\infty(P^2+Q^2)\,dr=1$. Here $\kappa=-1$ is $s_{1/2}$ and $\kappa=+1$ is $p_{1/2}$. The potential is smooth at the origin, with $-2c^2<V\le 0$. Then $P$ and $Q$ are smooth and both vanish at $r=0$. A relativistic point charge, where they start with a non-integer power of $r$, is outside the derivation. So is a nucleus of realistic size: a uniformly charged sphere of radius $R_n$ has $V(0)=-3Z/2R_n$, about $-7\times10^4$ hartree for a proton and $-8\times10^5$ hartree for $Z=60$, below $-2c^2\approx-3.76\times10^4$ hartree. The class is that of softened or screened model potentials.

\section{Simplest case: free motion on a line}

Set $V=0$, drop $\kappa/r$, and use the total energy $E=\varepsilon+c^2$. On points $x_j=jh$ define
\[
D_+f_j=\frac{f_{j+1}-f_j}{h},\quad D_-f_j=\frac{f_j-f_{j-1}}{h},\quad
D_0=\frac{D_++D_-}{2},\quad \Delta f_j=\frac{f_{j+1}-2f_j+f_{j-1}}{h^2}.
\]
Since $D_+-D_-=h\Delta$,
\begin{equation}
D_\pm=D_0\pm\tfrac h2\Delta. \label{split}
\end{equation}

With central differences the Hamiltonian is $c^2\sigma_z+c\,\hat p\,\sigma_y$, where $\hat p=-iD_0$. On $e^{ikx_j}$ the operator $\hat p$ has the value $\sin(kh)/h$, so
\begin{equation}
E^2=c^4+c^2\,\frac{\sin^2 kh}{h^2}. \label{cen}
\end{equation}
This returns to $c^4$ at $k=\pi/h$. The wave that alternates in sign from point to point costs no kinetic energy, and each smooth state has a rough double.

Now take $D_+$ for $P$ and $D_-$ for $Q$ and call this $s=+1$; the reverse is $s=-1$. For $s=+1$, equation (\ref{split}) gives
\[
-D_-=-D_0+\tfrac h2\Delta,\qquad D_+=D_0+\tfrac h2\Delta ,
\]
so the same term is added to both off-diagonal entries. For $s=-1$ its sign is reversed. Hence
\begin{equation}
H_s=H_{\rm c}+s\,\frac{ch}{2}\,\sigma_x\Delta . \label{wil}
\end{equation}
A second difference multiplied by $h$, which fades on smooth functions and is large on rough ones, is a Wilson term. On the plane wave $\Delta=-(4/h^2)\sin^2(kh/2)$. The three Pauli matrices anticommute, so the squares of their coefficients add:
\begin{align}
E^2&=c^4+\frac{c^2}{h^2}\sin^2kh+\frac{4c^2}{h^2}\sin^4\frac{kh}{2}\nonumber\\
&=c^4+\frac{4c^2}{h^2}\sin^2\frac{kh}2\left(\cos^2\frac{kh}2+\sin^2\frac{kh}2\right)
=c^4+\frac{4c^2}{h^2}\sin^2\frac{kh}{2}. \label{one}
\end{align}
This rises all the way to $k=\pi/h$, so the double is gone. At $h=0.001$ bohr the kinetic energy at the zone edge is $0$ for (\ref{cen}) and about $2.6\times10^5$ hartree for (\ref{one}).

\subsection{In what sense it is the Wilson term}

The usual Wilson term lies along the mass matrix, $-(ch/2)\sigma_z\Delta$; the one in (\ref{wil}) lies along $\sigma_x$. The rotation $U=(1+i\sigma_y)/\sqrt2$ leaves $\sigma_y$ alone. With $\sigma_y\sigma_x=-i\sigma_z$ and $\sigma_y\sigma_x\sigma_y=-\sigma_x$,
\[
U\sigma_xU^\dagger=\tfrac12(\sigma_x+i\sigma_y\sigma_x-i\sigma_x\sigma_y+\sigma_y\sigma_x\sigma_y)
=\tfrac12(\sigma_x+\sigma_z+\sigma_z-\sigma_x)=\sigma_z ,
\]
and in the same way $U\sigma_zU^\dagger=-\sigma_x$. For $s=-1$ this brings the Wilson term to the form $-(ch/2)\sigma_z\Delta$; for $s=+1$ the inverse rotation, with $U^\dagger\sigma_xU=-\sigma_z$, does the same. In both cases the mass turns too and stays at right angles to the Wilson term. The two schemes are therefore equivalent for a massless particle and differ for a massive one. The aligned term gives
\[
E^2=\frac{c^2}{h^2}\sin^2kh+\left(c^2+\frac{2c}{h}\sin^2\frac{kh}{2}\right)^2 .
\]
For small $kh$ its bracket is $c^2+chk^2/2$, so $E^2$ is too large by $c^3hk^2$ to first order in $h$. In (\ref{one}), $(4/h^2)\sin^2(kh/2)=k^2-k^4h^2/12+\dots$. With $\delta E=\delta(E^2)/2E$,
\[
\delta E_{\rm aligned}\simeq\frac{c^3k^2}{2E}\,h,\qquad
\delta E_{\text{one-sided}}\simeq-\frac{c^2k^4}{24E}\,h^2 .
\]
For $k=50$ bohr$^{-1}$, where the kinetic energy is 1211 hartree, halving $h$ from 0.001 bohr changes the aligned error from 160.0 to 80.2 hartree and the one-sided error from $-0.245$ to $-0.061$ hartree. The three dispersion laws were tested against diagonalized periodic matrices.

Free motion thus suggests second order. The radial problem does not keep that promise.

\section{The radial matrix}

Let $r_j=jh$, $j=1,\dots,N$, with $(N+1)h=R$ far outside the bound state. For $s=+1$ the differences need $P_{N+1}$ and $Q_0$; both are set to zero. As matrices,
\[
(D_+)_{jj}=-\tfrac1h,\quad (D_+)_{j,j+1}=\tfrac1h,\qquad
(D_-)_{jj}=\tfrac1h,\quad (D_-)_{j,j-1}=-\tfrac1h ,
\]
so $D_+^{T}=-D_-$. The lower-left block $c(D_++\kappa/r)$ and the upper-right block $c(-D_-+\kappa/r)$ are transposes of each other, and $H_s$ is real and symmetric. For $s=-1$ the same holds with $P_0=Q_{N+1}=0$. The splitting (\ref{split}) holds for these finite matrices too, so (\ref{wil}) stands with $\kappa/r$ and $V$ included in $H_{\rm c}$. The full spectra of both sides of (\ref{wil}) were tested to agree for $\kappa=-1,1,2$ and both $s$.

\subsection{What doubling means for central differences}

Let $S$ multiply point $j$ by $(-1)^j$. Neighbours change their relative sign, so $SD_0S=-D_0$. The map $S\sigma_z$ leaves the diagonal blocks alone and turns an off-diagonal block $B$ into $-SBS$:
\[
c\left(-D_0+\frac\kappa r\right)\to -c\left(D_0+\frac\kappa r\right)=c\left(-D_0+\frac{-\kappa}{r}\right).
\]
The result is $H_{\rm c}(-\kappa)$. The central matrices for $\kappa$ and $-\kappa$ have the same spectrum, and the $s_{1/2}$ calculation also contains the $p_{1/2}$ levels, carried by alternating vectors.

The Wilson term breaks this symmetry. From $S\Delta S=-\Delta-4/h^2$ it is mapped to $s(ch/2)\sigma_x(\Delta+4/h^2)$, which for the rough copy contains the large constant $2sc/h$.

\section{No doubled states with $\kappa$ and $V$ present}

The coefficient of $\sigma_x$ in the radial matrix is $c(\kappa/r+s\tfrac h2\Delta)$, and $\Delta$ has no positive eigenvalue. The two parts support each other if $s=-\mathrm{sign}\,\kappa$, which I now assume. Let $q=|\kappa|$ and let $cA$ be the lower-left block. Then
\begin{align}
\kappa=-q,\ s=+1:&\quad h(AP)_j=P_{j+1}-\left(1+\tfrac qj\right)P_j, \label{A1}\\
\kappa=+q,\ s=-1:&\quad h(AP)_j=\left(1+\tfrac qj\right)P_j-P_{j-1}. \label{A2}
\end{align}
The lower row gives $Q_j=cW_j(AP)_j$ with $W_j=1/(\varepsilon-V_j+2c^2)$, which is positive for $-2c^2<\varepsilon<0$ because $V\le0$. The upper row becomes
\begin{equation}
M(\varepsilon)P=\varepsilon P,\qquad M=V+c^2A^TWA . \label{M}
\end{equation}
Expanding the squares in $\sum_jW_j(AP)_j^2$ shows that $M$ is tridiagonal. Its neighbour elements are $-(c^2/h^2)W_j(1+q/j)$, all negative. Write them as $-t_j$ and the diagonal as $m_j$.

\textbf{Sign changes.} For any number $\mu$ start with $P_1=1$ and build
\[
t_jP_{j+1}=(m_j-\mu)P_j-t_{j-1}P_{j-1},\qquad t_0=0,\ t_N=1 .
\]
The eigenvalues of $M$ are the zeros of $P_{N+1}(\mu)$, a polynomial of degree $N$. If an inner $P_j$ vanishes, its neighbours have opposite signs, so the number of sign changes in $P_1,\dots,P_{N+1}$ does not alter there. It can alter only at a zero of $P_{N+1}$, and by at most one. It is 0 for $\mu\to-\infty$ and $N$ for $\mu\to+\infty$. Hence there are $N$ distinct eigenvalues $\mu_1<\dots<\mu_N$, and the vector of $\mu_n$ has $n-1$ sign changes. The alternating vector is the highest, not a low one.

\textbf{Counting levels.} $M$ depends on $\varepsilon$ through $W$, and $dW/d\varepsilon=-W^2$. For an eigenvector of $M$ this gives
\[
\frac{d\mu_n}{d\varepsilon}=-\frac{c^2\sum_jW_j^2(AP)_j^2}{\sum_jP_j^2}\le0 .
\]
A falling curve meets the rising line $\mu=\varepsilon$ at most once. Also $\mu_n\ge\min V>-2c^2$, because $A^TWA$ is non-negative, so every curve starts above the line at the bottom of the gap. The bound levels therefore carry $0,1,2,\dots$ sign changes of $P$, one level for each number.

\section{The wrong assignment}

For $\kappa=q>0$ with $s=+1$, (\ref{A1}) is replaced by
\[
h(AP)_j=P_{j+1}-\left(1-\tfrac qj\right)P_j .
\]
The link between $P_q$ and $Q_q$ vanishes. In the order $P_1,Q_1,P_2,Q_2,\dots$ the matrix is a chain, cut at this link. The inner piece has $q$ values of $P$ and $q-1$ of $Q$, so some nonzero $P$ there has $AP=0$ and needs no $Q$. Its energy is purely potential, up to the mixing that a varying $V$ causes within the piece. For $\kappa=1$ the piece is $P_1$ alone, with energy $V(h)$.

In the continuum $P'+\kappa P/r=0$ has the solution $r^{-\kappa}$, which regularity at the origin forbids. The forward difference never uses $P_0=0$, so nothing forbids the lattice solution of $AP=0$. That solution is not a sampled $r^{-\kappa}$: the factor $1-q/j$ makes it alternate in sign over the first $q$ points and vanish beyond them.

For $\kappa=-1$ with $s=-1$ the detached value is $Q_1$, with energy $V(h)-2c^2$. This lies outside the gap and does not disturb the list of bound levels.

\section{Order of the error}

Return to $s=-\mathrm{sign}\,\kappa$. Let $\psi=(P,Q)$ be the exact solution sampled on the grid, and $\langle f,g\rangle=h\sum_jf_jg_j$, summed over both components. Taylor expansion gives $D_\pm f=f'\pm\frac h2f''+O(h^2)$, so
\[
H_s\psi=\varepsilon\psi+\rho,\qquad \rho=s\frac{ch}{2}\begin{pmatrix}Q''\\P''\end{pmatrix}+O(h^2).
\]
Take the product with the discrete eigenvector $\psi_h$ and use the symmetry of $H_s$:
\begin{equation}
(\varepsilon_h-\varepsilon)\langle\psi_h,\psi\rangle=\langle\psi_h,\rho\rangle . \label{id}
\end{equation}

To replace $\psi_h$ by $\psi$ on the right, expand $\psi$ in the discrete eigenvectors with coefficients $a_i$: $\sum_i(\varepsilon_i-\varepsilon)^2a_i^2=\|\rho\|^2=O(h^2)$. Some level lies within $O(h)$ of $\varepsilon$. If no other lies within a fixed distance $g$, the remaining part of $\psi$ is at most $\|\rho\|/g$, and $\psi_h=\psi+O(h)$.

\textbf{Isolation of the level.} Take $\kappa=-q$; for $\kappa>0$ the roles of $P$ and $Q$ are exchanged. The upper row bounds $\|A^TQ\|$ for normalized eigenvectors. With $\delta_j=Q_j-Q_{j-1}$ one has $h(A^TQ)_j=-(\delta_j+qQ_j/j)$. Using $2Q_j\delta_j=Q_j^2-Q_{j-1}^2+\delta_j^2$,
\[
\sum_j\left(\delta_j+\tfrac qjQ_j\right)^2\ge\sum_j\delta_j^2+\sum_j\tfrac qj\left(Q_j^2-Q_{j-1}^2\right)\ge\sum_j\delta_j^2 ,
\]
where the last sum is non-negative because regrouping it gives $Q_j^2$ the factor $q/j-q/(j+1)>0$. So $D_-Q$ stays bounded in norm as $h\to0$, and $Q$ cannot alternate. Then $AP=Q/(cW)$ is bounded, and (\ref{A1}) solved inward gives $|P_j|\le|P_{j+1}|+h|(AP)_j|$, so $P$ cannot pile up at the origin; away from it $D_+P$ is bounded. A sequence of such eigenvectors therefore has a subsequence converging to a normalized regular solution. Two orthogonal sequences with the same limiting energy would give two orthogonal regular solutions, but the radial equation has one. The level is isolated.

Equation (\ref{id}) now gives, with the sum replaced by an integral,
\[
\varepsilon_h-\varepsilon=s\frac{ch}{2}\int_0^\infty(PQ''+QP'')\,dr+O(h^2).
\]
Both functions vanish at the origin and far out, so each term integrates by parts to $-\int P'Q'\,dr$:
\begin{equation}
\boxed{\ \varepsilon_h=\varepsilon+ah+O(h^2),\qquad a=-s\,c\int_0^\infty P'Q'\,dr\ } \label{a}
\end{equation}
The scheme is of first order unless this integral vanishes. For a free plane wave the corresponding quantity is the mean of $\sigma_x$ in an eigenvector of $c^2\sigma_z+ck\sigma_y$, which is zero; that is why free motion looked better.

\subsection{Limit: slow $s$ electron}

For $\kappa=-1$, $s=+1$ and $|\varepsilon-V|\ll2c^2$, (\ref{low}) gives $Q=(P'-P/r)/2c$. Put $P=ru$. Then $P'=u+ru'$ and $Q=v/2c$ with $v=ru'$, so
\begin{equation}
a=-\frac12\int(u+v)v'\,dr=-\frac12\left\{[uv]-\int u'v\,dr+\tfrac12[v^2]\right\}=\frac12\int_0^\infty r\,u'^2\,dr . \label{nr}
\end{equation}
The brackets vanish because $v=0$ at both ends. The slope is positive for every bound $s$ state in this limit, so the computed level lies too high for small $h$.

A nonrelativistic point charge gives a scale. With $u=2Z^{3/2}e^{-Zr}$, $u'^2=4Z^5e^{-2Zr}$ and $\int re^{-2Zr}dr=1/4Z^2$, so $a=Z^3/2$. Relative to the binding energy $Z^2/2$ the error is $Zh$: one per cent needs a hundred points per length $1/Z$.

\subsection{Removing the first order}

Reversing $s$ reverses $a$, so the mean of the two energies has an error $O(h^2)$. For $\kappa>0$ the false state must first be struck from the $s=+1$ list. The isolation proof above covers only the preferred assignment; for the reversed one I rely on the numerical test below, which covers only the lowest $\kappa=-1$ level; the average for $\kappa>0$ is not tested.

\section{A worked case}

Take the model $V=-Z/\sqrt{r^2+b^2}$ with round parameters $Z=60$, $b=0.02$ bohr and $R=1$ bohr. This $b$ is about 170 times the radius of a nucleus of that charge, so the levels are not those of a real ion; the point-charge $1s$ level for $Z=60$ is $-1896$ hartree. Reference levels come from integrating (\ref{up}) and (\ref{low}) from both ends and matching, without a difference matrix. In hartree they are $-913.112,\,-323.594,\,-161.173$ for $\kappa=-1$ and $-404.611,\,-187.891$ for $\kappa=+1$.

\textbf{Central differences}, $\kappa=-1$, $h=0.001$ bohr: the lowest five levels are $-913.29$, $-404.71$, $-323.69$, $-187.94$, $-161.22$ hartree. The second and fourth are the $p_{1/2}$ levels. In the second, $P$ changes sign 731 times on the 732 points where it is appreciable. The true levels are reproduced well, the lowest to 0.02\% of its value; the fault is the intruders, not the accuracy.

\textbf{One-sided differences}, $\kappa=-1$, $s=+1$: the intruders are absent, and the first three levels have 0, 1 and 2 sign changes. For the lowest level:
\begin{center}
\begin{tabular}{ccc}
$h$ (bohr) & error (hartree) & error of mean (hartree)\\
0.000500 & 5.416 & $-0.0715$\\
0.000250 & 2.725 & $-0.0179$\\
0.000125 & 1.367 & $-0.0045$
\end{tabular}
\end{center}
The first error halves with $h$ and the second falls by four; the observed orders are 0.99 to 1.00 and 2.00. At the finest spacing the errors are 0.15\% and 0.0005\% of the level.

The integral (\ref{a}), taken over the matched solution, gives $a=10972$ hartree/bohr. At $h=0.000125$ bohr this predicts
\[
ah=10972\times0.000125=1.3715\ \text{hartree},
\]
to which the $h^2$ term must be added. That term has two sources: the next Taylor term of $D_\pm$, $\tfrac{h^2}{6}f'''$, which does not contain $s$, and the first-order term taken to second order, which contains $s^2=1$. If the expansion in $h$ extends this far for both assignments, the $h^2$ term is the same for both and equals the error of the mean, $-0.0045$. Adding it gives 1.367, as found. Extrapolating the computed errors returns the same slope to the printed digits. For $\kappa=+1$, $s=-1$, both routes give 1641.5 hartree/bohr for the lowest level: smaller, but again not zero.

To test (\ref{nr}), $c$ was multiplied by 30. The two integrals are then 10971.5 and 10971.8 hartree/bohr. The slope hardly differs from its value at the true $c$, although the level itself moves from $-913.1$ to $-909.5$ hartree; this near agreement belongs to the chosen parameters and is not a rule: with $b=0.01$ bohr the two slopes differ by 1\%.

\textbf{Wrong assignment}, $\kappa=+1$, $s=+1$, $h=0.00025$ bohr: the lowest level is $-2999.766$ hartree, equal to $V(h)$ and far below the true $-404.6$. For $\kappa=1,2,3$, counting levels below $-150$ hartree at this spacing, $s=+1$ gives one more than $s=-1$ each time.

For this class of potentials the decision is therefore: forward on $P$ for $\kappa<0$, backward on $P$ for $\kappa>0$, and extrapolation linear in $h$ unless the two assignments are averaged. The remaining digits are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
speed of light c = 137.035999 a.u.
model: Z = 60, b = 0.02 bohr, box R = 1.0 bohr
central scheme, largest kappa=-1/+1 level difference = 9.9e-11 hartree
free test: k = 50.0 1/bohr, kinetic energy = 1210.9557 hartree
free error, one-sided Wilson term, h = 0.001 bohr: -0.24462 hartree
free error, one-sided Wilson term, h = 0.0005 bohr: -0.06116 hartree
free error, aligned Wilson term, h = 0.001 bohr: 159.99972 hartree
free error, aligned Wilson term, h = 0.0005 bohr: 80.23273 hartree
free kinetic energy at k = pi/h, h = 0.001 bohr, central: 0.000 hartree
free kinetic energy at k = pi/h, h = 0.001 bohr, one-sided: 255935.725 hartree
shooting levels, kappa = -1: -913.11198 -323.59381 -161.17273 hartree
shooting levels, kappa = +1: -404.61092 -187.89072 hartree
lowest level, kappa = -1: -24.8470 keV
central levels, kappa = -1, h = 0.001 bohr: -913.293 -404.711 -323.694 -187.944 -161.223 hartree
central copy state: 731 sign changes of P on 732 points
one-sided levels, kappa = -1, h = 0.000500 bohr: -907.6961 -321.1638 -160.1230 hartree
one-sided levels, kappa = -1, h = 0.000250 bohr: -910.3866 -322.3687 -160.6435 hartree
one-sided levels, kappa = -1, h = 0.000125 bohr: -911.7449 -322.9787 -160.9070 hartree
one-sided levels, kappa = +1, h = 0.000500 bohr: -403.8086 -187.3650 hartree
one-sided levels, kappa = +1, h = 0.000250 bohr: -404.2052 -187.6253 hartree
one-sided levels, kappa = +1, h = 0.000125 bohr: -404.4069 -187.7574 hartree
sign changes of P, one-sided, kappa = -1: 0 1 2
lowest s level, h = 0.000500 bohr: error 5.41586, mean-of-two error -0.071484 hartree
lowest s level, h = 0.000250 bohr: error 2.72535, mean-of-two error -0.017866 hartree
lowest s level, h = 0.000125 bohr: error 1.36708, mean-of-two error -0.004466 hartree
observed order, one-sided: 0.991 0.995
observed order, mean of two: 2.000 2.000
error slope, kappa = -1: differences 10972.25, integral 10972.25 hartree/bohr
error slope, kappa = +1: differences 1641.52, integral 1641.52 hartree/bohr
lowest s level with c times 30: -909.5400 hartree
its slope: -c int P'Q' = 10971.49, (1/2) int r u'^2 = 10971.82 hartree/bohr
false state, kappa = +1, s = +1, h = 0.000250 bohr: -2999.76565 hartree
potential at first grid point: -2999.76565 hartree
extra states below -150 hartree for kappa = 1, 2, 3: 1 1 1
\end{verbatim}
